\section*{Frozen-potential band energies versus self-consistent energies in a Hubbard trilayer}

\section{One site, where everything can be seen}

Take one site with Hubbard repulsion $U$ in a spin field of energy $h$, at temperature $T$, treated in mean field. Let the input densities be $x_\uparrow=(1+m)/2$ and $x_\downarrow=(1-m)/2$. An electron of one spin feels $U$ times the density of the other. With the bare level at $\mu-U/2$, the levels measured from $\mu$ are $\mp b$ for spin up and down, with $b=h+Um/2$. The band grand potential is
\begin{equation}
\Omega_b=-kT\ln\left[(1+e^{b/kT})(1+e^{-b/kT})\right]=-2kT\ln\left(2\cosh\frac{b}{2kT}\right).
\end{equation}
It counts the interaction twice, so one subtracts $Ux_\uparrow x_\downarrow=U(1-m^2)/4$ to get $\Omega_H(m)$. Since $db/dm=U/2$,
\begin{equation}
\frac{d\Omega_H}{dm}=-\frac U2\left(\tanh\frac{b}{2kT}-m\right)=-\frac U2(m_{\rm out}-m).
\end{equation}
The slope vanishes at self-consistency, so an error in the input $m$ enters the energy at second order.

Now switch on a small $h$, starting from $h=0$, $m=0$, with $g=U/4kT<1$. Keeping the input frozen at $m=0$ leaves the double counting unchanged, and the band energy changes by $-h^2/4kT$. The self-consistent moment obeys $m=(h+Um/2)/2kT$, hence $m=h/[2kT(1-g)]$. The self-consistent change is
\begin{equation}
-\frac{b^2}{4kT}+\frac{Um^2}{4}=-kT\,m^2(1-g)=-\frac{h^2}{4kT(1-g)} .
\end{equation}
The frozen result is too high by $gh^2/[4kT(1-g)]$. This is second order in $m$, yet relative to the self-consistent change it is $g$, however small $h$ is. The energy sought is itself second order here. A trilayer can show the same behaviour.

\section{Model and statement}

Two magnetic films of $M$ layers enclose a spacer of $N$ layers on a simple cubic lattice of constant $a$, with one orbital per site. Spins are collinear and densities are uniform within each layer. Let $x_{i\sigma}$ be the density of spin $\sigma$ in layer $i$, per in-plane cell. The mean-field potential is
\begin{equation}
v_{i\sigma}=\varepsilon_i+U_i x_{i,-\sigma}.
\end{equation}
Write $W$ for the symmetric matrix that couples opposite spins of one layer through $U_i$, so that $v=\varepsilon+Wx$. The in-plane hopping $t$ is the same in all layers. Levels are therefore $e_\parallel(\mathbf k)+e_n$, with $e_\parallel=-2t(\cos k_xa+\cos k_ya)$ and $e_n$ the levels of a chain of $L=2M+N$ sites for each spin.

The electron number $N_e$ per cell is fixed. P and AP denote parallel and antiparallel films, and
\begin{equation}
J=\frac{F_{\rm AP}-F_{\rm P}}{a^2},
\end{equation}
so $J>0$ favours P. At $T>0$ the relevant energies are free energies.

The frozen AP input $x_f$ is the converged P density with up and down exchanged in every layer to the right of the spacer's centre. Let $x_*$ be the converged AP density and $D=x_f-x_*$. The claim is
\begin{equation}
F_b[x_f]-F_b[x_{\rm P}]=F_{\rm AP}-F_{\rm P}+O(D^2),
\end{equation}
where $F_b$ is the band free energy defined next.

\section{Derivation}

\subsection{Gradient of the band free energy}

With $E$ running over all levels and the sum taken per in-plane cell,
\begin{equation}
F_b=-kT\sum_E\ln\left(1+e^{-(E-\mu)/kT}\right)+\mu N_e .
\end{equation}
Its derivative with respect to $\mu$ is $-\sum_E f(E)+N_e$, with $f$ the Fermi function. This is zero because $\mu$ is chosen to give $N_e$, so the shift of $\mu$ does not contribute when $v$ varies. What remains is $\sum_E f\,\partial E/\partial v_{i\sigma}$. First-order perturbation theory gives $\partial E/\partial v_{i\sigma}=C_{in\sigma}^2$, the weight of the chain eigenvector on layer $i$, so
\begin{equation}
\frac{\partial F_b}{\partial v_{i\sigma}}=n_{i\sigma}^{\rm out}.
\end{equation}

\subsection{The one-shot functional}

Define
\begin{equation}
F_H[x]=F_b[x]-E_{dc}[x],\qquad E_{dc}=\tfrac12x^TWx=\sum_iU_ix_{i\uparrow}x_{i\downarrow}.
\end{equation}
The chain rule with $\partial v/\partial x=W$ gives
\begin{equation}
\nabla F_H=W(n^{\rm out}-x).
\label{grad}
\end{equation}
At self-consistency $F_b$ equals the bare one-body energy plus $\sum_{i\sigma}U_in_{i,-\sigma}n_{i\sigma}=2\sum_iU_in_{i\uparrow}n_{i\downarrow}$, minus $TS$. Subtracting $E_{dc}$ leaves one interaction term, so $F_H$ is then the mean-field total free energy. This was tested on a stack with two layers in each film and in the spacer, $4\times4$ sites in plane and $kT=0.2$ eV. The total free energy built from real-space density matrices agreed with $F_H$ to $10^{-9}$ eV.

Exchanging $x_{i\uparrow}$ and $x_{i\downarrow}$ in any layer leaves their product, and so $E_{dc}$, unchanged. Therefore
\begin{equation}
F_b[x_f]-F_b[x_{\rm P}]=F_H[x_f]-F_{\rm P}.
\end{equation}
By (\ref{grad}), $F_H[x_f]$ differs from $F_{\rm AP}=F_H[x_*]$ at second order in $D$, which proves the claim.

\subsection{The size of the error}

Let $\chi_N=\partial n^{\rm out}/\partial v$ at fixed $N_e$. Differentiating (\ref{grad}) gives the Hessian $W\chi_NW-W$, and the error is
\begin{equation}
F_H[x_f]-F_{\rm AP}=\tfrac12D^T(W\chi_NW-W)D+O(D^3).
\label{quad}
\end{equation}

To obtain $\chi_N$, start at fixed $\mu$. Let $p_n$ be the Fermi function at $e_\parallel+e_n$ averaged over $\mathbf k$, and let $V_{nm}=\sum_jC_{jn}C_{jm}\delta v_j$ for one spin. To first order $\delta e_n=V_{nn}$ and $\delta C_{in}=\sum_{m\ne n}C_{im}V_{mn}/(e_n-e_m)$. Inserting these in $n_i=\sum_nC_{in}^2p_n$ gives
\begin{equation}
\delta n_i=\sum_np_n'C_{in}^2V_{nn}+2\sum_{n\neq m}\frac{p_nC_{in}C_{im}V_{mn}}{e_n-e_m}.
\end{equation}
Averaging the last sum with its copy under $n\leftrightarrow m$ replaces $2p_n$ by $p_n-p_m$. Hence
\begin{equation}
\chi_{ij}=\sum_{nm}C_{in}C_{jn}C_{im}C_{jm}\frac{p_n-p_m}{e_n-e_m},
\end{equation}
with the quotient read as $p_n'$ for $n=m$. Raising $\mu$ by $\delta\mu$ acts like lowering all potentials by $\delta\mu$, so $\delta n=\chi\,\delta v-\chi\mathbf 1\,\delta\mu$, where $\mathbf 1$ has all entries one. Requiring $\mathbf 1^T\delta n=0$ gives $\delta\mu=\mathbf 1^T\chi\,\delta v/(\mathbf 1^T\chi\mathbf 1)$, and
\begin{equation}
\chi_N=\chi-\frac{\chi\mathbf 1\mathbf 1^T\chi}{\mathbf 1^T\chi\mathbf 1}.
\end{equation}

\subsection{Charge against spin}

Put $D_{i\uparrow,\downarrow}=(\delta n_i\pm\delta m_i)/2$. The bare term of (\ref{quad}) becomes
\begin{equation}
-\tfrac12D^TWD=-\sum_iU_iD_{i\uparrow}D_{i\downarrow}=\sum_i\frac{U_i}{4}(\delta m_i^2-\delta n_i^2).
\end{equation}
The response term cannot be positive. $F_b$ is the minimum over density matrices of expressions linear in $v$, hence concave in $v$, and $\chi_N$ has no positive eigenvalue. A pure charge error therefore lowers $F_H$ or leaves it unchanged. For a pure spin error $WD=-UD$, with $U$ the diagonal matrix of repulsions, and the form is $\frac12D^T(U+U\chi_NU)D$. This is positive for those spin patterns in which the response does not outweigh the bare repulsion. It need not be positive for all of them: in the worked example below the form also has a negative direction, although the state is stable among collinear densities. One positive direction, together with a charge direction that lowers $F_H$, makes a self-consistent point a saddle of $F_H$, and the error has no general sign.

\section{Algorithm}

\begin{verbatim}
tabulate G(y) = -kT <ln(1+exp(-(e_par+y)/kT))>_k as a spline
f = G', df = G''              # derivatives of the same spline

band(x):
  for each spin: diagonalize chain with v = eps + W x
  solve sum f(e - mu) = Ne for mu
  return Fb = sum G(e - mu) + mu*Ne, and n_out

scf(x):
  repeat: r = n_out(x) - x
    if r is large:  x += alpha*r
    else:           solve (1 - chi_N W) dx = r;  x += dx
  until r is at rounding level

xP = scf(parallel start)
xf = xP with spins exchanged right of the centre
J_frozen = (Fb(xf) - Fb(xP)) / a^2
xA = scf(xf)                  # needed only to measure the error
J_scf = (Fb(xA)-Edc(xA) - Fb(xP)+Edc(xP)) / a^2
\end{verbatim}

Taking the occupations as the derivative of the interpolated $G$ keeps $\partial F_b/\partial v=n^{\rm out}$ true for the interpolated functional, so interpolation does not spoil stationarity.

\paragraph{Cost.} The table costs the number of grid energies times the number of $\mathbf k$ points, once. Each band call then needs two $L\times L$ diagonalizations, of order $L^3$. The response costs order $L^4$, since each of the $L^2$ layer pairs needs a double sum over levels, and the Newton solve costs order $(2L)^3$. After P has converged, the frozen AP energy takes one more band call.

\paragraph{Stability.} Near the solution the residual is $r=(\chi_NW-1)\,\delta x$ for an input error $\delta x$. The Newton correction must be $-\delta x$, which gives the linear system above. Under linear mixing a mode with eigenvalue $\lambda$ of $\chi_NW$ is multiplied by $1-\alpha(1-\lambda)$ per step. With $S=-\chi_N$, the nonzero $\lambda$ are those of the symmetric matrix $-S^{1/2}WS^{1/2}$, so they are real. Convergence requires $\lambda<1$ for every mode and $\alpha<2/(1-\lambda_{\min})$. The condition $\lambda<1$ also makes the state a local minimum of the free energy among layer-uniform collinear densities, because the Hessian there is $S^{-1}+W$ on number-conserving changes.

\section{Worked example}

The parameters are $t=0.4$ eV (bandwidth $12t=4.8$ eV), $a=0.25$ nm, $T=300$ K and $M=4$. The repulsion is 4.5 eV in the magnets and $U_s=1$ eV in the spacer, and the site energies are 0.1 and 0 eV. $N_e$ corresponds to 0.5 electrons per magnet site and 0.8 per spacer site. One meV per cell is 2.56 mJ/m$^2$.

In the scan from $N=2$ to 9 the most negative $J$ occurs at $N=4$, a spacer 1.0 nm thick, with $N_e=7.2$. There
\begin{align}
F_{\rm AP}-F_{\rm P}&=-5.199836+5.199584=-0.000252\ {\rm eV},\\
J&=-0.252\times2.5635=-0.646\ {\rm mJ/m^2}.
\end{align}
The frozen calculation gives $-0.234$ meV, or $-0.600$ mJ/m$^2$. It is too high by 0.0180 meV, which is 7.2\% of $|J|a^2$. The quadratic form (\ref{quad}) also gives 0.0180 meV, made of $-0.0025$ from charge, $+0.0187$ from spin and $+0.0018$ from their cross term. On the line $x_*+\lambda D$, comparing $\lambda=1/8$ with $1/16$ gives a measured order of 2.000.

The largest frozen-minus-converged spin change is $6.1\times10^{-3}$ in the spacer and $5.9\times10^{-4}$ in the magnets. The bare spin term is therefore at most $4\times1\times(6.1\times10^{-3})^2/4\approx0.037$ meV for the four spacer layers, and at most $8\times4.5\times(5.9\times10^{-4})^2/4\approx0.003$ meV for the eight magnet layers. The bound is much larger for the spacer, despite its smaller $U$.

At $U_s=1$ eV the frozen value lies above the self-consistent one at all eight thicknesses. At $N=3$ the two are $-0.018$ and $-0.127$ mJ/m$^2$, an error of 86\% of $|J|$. From $N=2$ to 3 the error falls by about a factor of two, while $|J|$ falls by a factor of 27. A coupling that happens to be small is not protected by the second-order rule.

With $U_s=0$ and all other inputs fixed, the error is below 0.2\% of $|J|$ except at $N=6$, where $|J|$ is only 0.023 mJ/m$^2$ and the error is 2\%. Both signs of error occur. The two sets of $J$ differ strongly, but removing $U_s$ also removes the mean repulsion that shifts the spacer levels, so the difference is not a measure of spin enhancement alone.

\section{Second limit: weak interfaces}

Multiply the hopping across both interfaces by $s\ll1$. A magnet polarizes the spacer through paths that cross its interface out and back, so the induced spin densities $m_L$ and $m_R$ from the left and right films are of order $s^2$. To that order, with both measured for an up film,
\begin{equation}
m_{\rm P}=m_L+m_R,\qquad m_{\rm AP}=m_L-m_R .
\end{equation}
The frozen input is $m_L+m_R$ on the left and $-(m_L+m_R)$ on the right. Subtracting $m_{\rm AP}$ leaves $\delta m=2m_R$ on the left and $-2m_L$ on the right, both of order $s^2$. The error is then of order $s^4$. The coupling is also of order $s^4$, since a closed path that visits both magnets crosses interfaces four times. Their ratio tends to a constant, as for the single site.

If $U_s=0$, spacer densities drop out of $WD$. What counts is the change inside one magnet caused by reversing the other, which needs a path through the spacer to the far magnet and back, of order $s^4$. The error is then of order $s^8$.

For $N=4$, comparing $s=0.12$ with $0.06$ at $U_s=1$ eV gives exponents 3.98 for both the error and $J$, and the error stays at 3.7\% of $|J|$. At $U_s=0$ the exponent of $\frac12\sum_{i\sigma} U_iD_{i\sigma}^2$ is 7.95, and at $s=0.12$ the error is $1.6\times10^{-6}$ of $|J|$.

\section{Failure modes}

\paragraph{Subtracting band energies of two converged runs.} This gives $J a^2+E_{dc}[x_*]-E_{dc}[x_{\rm P}]$. Since $E_{dc}[x_{\rm P}]=E_{dc}[x_*+D]$, the unwanted part is $-x_*^TWD-\frac12D^TWD$, which is first order. In the example the result is $-2.03$ meV instead of $-0.25$ meV.

\paragraph{An input with different double counting.} If the frozen moments are rescaled or superposed instead of exchanged, $E_{dc}$ changes and must be subtracted explicitly. $F_H$ then keeps its second-order error.

\paragraph{Dropping $\mu N_e$.} In the frozen calculation $\mu$ rises by 0.65 meV from P to AP. The omitted term is $7.2\times0.65=4.7$ meV, about nineteen times $|J|a^2$.

\paragraph{Near an instability.} As the largest $\lambda$ approaches 1, mixing slows and $1-\chi_NW$ becomes singular, so a small change of potential produces a large $D$. In the example the largest $\lambda$ is 0.48 in both AP and P.

\paragraph{Coarse in-plane sampling.} The coupling is a small difference of large sums. Going from $160\times160$ to $200\times200$ points changes the frozen result by $3\times10^{-8}$ meV, so sampling plays no part here.

\section{What the model leaves out}

\paragraph{Interlayer electrostatics.} Suppose the ionic background neutralizes every layer in P. In AP, let $Q_j$ be the excess electrons per cell in layers 1 to $j$. The field beyond layer $j$ has magnitude $eQ_j/(\epsilon_0a^2)$. Energy density $\epsilon_0E^2/2$ times the volume $a^3$ gives
\begin{equation}
E_C=\frac{e^2}{2\epsilon_0a}\sum_jQ_j^2=0.24\ {\rm meV}.
\end{equation}
This cost is never negative, and the electrons can relax to reduce it. For an AP state that stays in the same local minimum, $F_{\rm AP}$ thus rises by between zero and 0.24 meV, and $J$ lies between $-0.65$ and $-0.04$ mJ/m$^2$. Solving for the relaxed densities with this electrostatic term included gives a rise of only 0.002 meV and $J=-0.64$ mJ/m$^2$, because a small shift of charge removes most of the field.

\paragraph{Correlation.} On each site the perturbation left out by mean field is $U_i(\hat n_\uparrow-\bar n_\uparrow)(\hat n_\downarrow-\bar n_\downarrow)$, whose mean vanishes in the uncorrelated state. The second-order term is minus half the imaginary-time integral of its autocorrelation. The two spins are independent in that state, and each density correlation is a product of an electron factor $A$ and a hole factor $B$:
\begin{equation}
\delta F=-\sum_i\frac{U_i^2}{2}\int_0^{1/kT}\!d\tau\,A_{i\uparrow}B_{i\uparrow}A_{i\downarrow}B_{i\downarrow},
\end{equation}
where, with $y=E-\mu$, $A_{i\sigma}=\sum C^2(1-f)e^{-y\tau}$ and $B_{i\sigma}=\sum C^2fe^{y\tau}$. Terms between different sites are dropped; including them changes the AP--P difference by only about 1\%. The AP--P difference is $+0.70$ meV, or $+1.8$ mJ/m$^2$, larger than $|J|$ and of opposite sign. Mean field therefore does not settle the sign of the coupling for these parameters. The force-theorem test compares two evaluations within mean field and is unaffected.

\paragraph{Other magnetic orders.} P and AP are local minima only among layer-uniform collinear densities, and they are not the lowest states of this model. If the two outer layers of each film point up and the two layers next to the spacer point down, the self-consistent free energy is 7.8 meV per cell below that of P. If the layer moments are allowed to rotate, neither state is even a local minimum: the response to tilting them has eigenvalues up to 1.015, and canting the moments within each film lowers both free energies by about 4 meV per cell. The example's $J$ therefore compares two states with ferromagnetic films that are held in place only by the collinear constraint. The force-theorem test holds for these states, but the parameters do not explain why the films are ferromagnetic.

\paragraph{Set beside a real stack.} The thicknesses and the size of the coupling are in the rough range of a metallic synthetic antiferromagnet in a magnetic memory element: films and spacer near 1 nm, and coupling of tenths of a mJ/m$^2$ to a few. Its exchange splitting of 2.3 eV is somewhat high for a $3d$ magnet, and its moment of $0.5\,\mu_B$ per site is well below that of iron or cobalt. Its magnets are also almost fully spin polarized, which iron and cobalt are not. Real films have several $d$ orbitals and spin-orbit coupling, and magnetic order within the layers could differ from the uniform order imposed here; these effects are not sized. Real spacers also vary in thickness. Weighting $N=3,4,5$ as $1:2:1$ gives
\begin{equation}
\frac{-0.127-2(0.646)+0.566}{4}=-0.21\ {\rm mJ/m^2},
\end{equation}
a third of the value for a sharp spacer. Thermal spin disorder can reduce the exchange splitting. As a test of sensitivity, imposing a 10\% smaller exchange splitting on the frozen potentials of the magnet layers moves the frozen $J$ from $-0.60$ to $+0.26$ mJ/m$^2$. For this example the correlation estimate, the thickness average and the 10\% cut in splitting each shift $J$ by more than the 7\% force-theorem error. The full thickness scan is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
hopping t = 0.4 eV, bandwidth 12t = 4.8 eV, a = 0.25 nm
U magnet = 4.5 eV, U spacer = 1.0 eV
site energy magnet = 0.1 eV, spacer = 0.0 eV
nominal electrons per site: magnet 0.5, spacer 0.8
layers per magnet = 4 (1.00 nm)
T = 300 K, kT = 25.85 meV
1 meV per cell = 2.5635 mJ/m^2
J in mJ/m^2: N, nm | U_sp=1 eV: SCF, frozen | U_sp=0: SCF, frozen
 2 0.50 |   3.38393   3.61666 |   4.02465   4.02992
 3 0.75 |  -0.12656  -0.01821 |  -3.41579  -3.40975
 4 1.00 |  -0.64629  -0.60004 |   1.92568   1.92743
 5 1.25 |   0.56563   0.58923 |  -0.86281  -0.86368
 6 1.50 |  -0.34011  -0.33329 |  -0.02308  -0.02354
 7 1.75 |   0.11141   0.11978 |   0.45159   0.45162
 8 2.00 |   0.06058   0.06245 |  -0.43869  -0.43838
 9 2.25 |  -0.11445  -0.11334 |   0.27698   0.27710
EXAMPLE spacer N = 4 (1.00 nm), U spacer = 1.0 eV
electrons per cell = 7.20
mu: P 0.111529 eV, AP 0.112032 eV
P electrons per layer: [0.5041 0.5031 0.5029 0.4955 0.7963 0.7981 0.7981 0.7963]
P moment per layer (mu_B): [ 0.5032  0.5005  0.4988  0.4589 -0.0135 -0.0034 -0.0034 -0.0135]
largest exchange splitting = 2.264 eV
total F: P -5.19958380 eV, AP -5.19983591 eV
SCF difference = -0.252113 meV = -0.64629 mJ/m^2
frozen difference = -0.234073 meV = -0.60004 mJ/m^2
force-theorem error = 0.018040 meV, |error/J| = 7.16 %
max |dn|, |dm| frozen-SCF, magnet: 5.066e-04, 5.949e-04
max |dn|, |dm| frozen-SCF, spacer: 7.609e-04, 6.133e-03
quadratic form = 0.018045 meV
  charge -0.002494, spin 0.018739, cross 0.001800 meV
measured order of the error = 2.0000
band difference of two SCF runs = -2.034305 meV
largest eigenvalue of chi_N W in AP = 0.4815
change on finer k mesh = 2.91e-08 meV
cluster check of total F: gap = 1.11e-09 eV
WEAK INTERFACES N = 4, hopping factors 0.12, 0.06
U_sp=1 eV: exponent of error 3.984, of J 3.979
U_sp=1 eV: |error/J| = 0.0372, 0.0371
U_sp=0: exponent of sum U D^2 /2 = 7.947
U_sp=0: |error/J| at factor 0.12 = 1.60e-06
NEGLECTED EFFECTS for the example
interlayer Coulomb, upper bound on AP shift = 0.23686 meV = 0.60719 mJ/m^2
local 2nd-order correlation: P -142.2614 meV, AP-P 0.70111 meV = 1.79728 mJ/m^2
J averaged over N-1, N, N+1 (1:2:1) = -0.21338 mJ/m^2
frozen J with splitting cut by 10 % = 0.26499 mJ/m^2
\end{verbatim}
